# Largest equilibrium neutral fraction of a negative-U defect, part 1

(Sections cited here and not found follow in the second part.)

A point defect in a semiconductor can carry charge $+1$, $0$ or $-1$ in units of the elementary charge. It is a negative-U defect: two neutral defects lower their energy when an electron passes from one to the other. The neutral state is then a minority at low temperature, whatever the Fermi energy. The problem is to find how large its share can become in thermal equilibrium, with the degeneracies of all three charge states included, and at which Fermi energy and doping this happens.

Energies are in eV, measured from the conduction-band edge $E_c$ wherever a number is given. Boltzmann's constant is $k$, the temperature is $T$, and the Fermi energy is $\mu$.

## First half: populations and the maximum

### (a) Energies of the three charge states

**Question.** Write the formation energies as functions of $\mu$. Define the two charge-transition levels and the energy $U$, and show that for $U<0$ the neutral state is not the lowest one at any Fermi energy.

**Solution.** A defect of charge $+1$ has given one electron to the reservoir of electrons, where an electron has energy $\mu$. This adds $+\mu$ to its formation energy. A defect of charge $-1$ has taken one electron from the reservoir, which adds $-\mu$. For all three charges $q$,

$$E_q(\mu)=E_q(0)+q\mu .$$

The constant $E_q(0)$ contains the energy of the relaxed defect in that charge state, the energy of the perfect host, and the chemical potentials of the atoms added or removed. The atoms are the same for all three charges, so their chemical potentials drop out of every energy difference below.

The level $\varepsilon_+=\varepsilon(+/0)$ is the Fermi energy at which the positive and neutral states have equal formation energy:

$$E_+(0)+\varepsilon_+=E_0\quad\Rightarrow\quad \varepsilon_+=E_0-E_+(0).$$

The level $\varepsilon_-=\varepsilon(0/-)$ is defined in the same way for the neutral and negative states:

$$E_-(0)-\varepsilon_-=E_0\quad\Rightarrow\quad \varepsilon_-=E_-(0)-E_0 .$$

These levels compare energies alone. Degeneracies are not included in them and will enter separately. Inserting the definitions gives the two differences that are needed later:

$$E_+(\mu)-E_0=\mu-\varepsilon_+,\qquad E_-(\mu)-E_0=\varepsilon_--\mu. \tag{1}$$

In their sum the Fermi energy cancels:

$$U\equiv E_++E_--2E_0=\varepsilon_--\varepsilon_+. \tag{2}$$

This is the energy of the reaction $2D^0\to D^++D^-$, where $D$ stands for the defect. The reaction moves an electron between two defects and takes none from the reservoir, so its energy cannot depend on $\mu$. The repulsion between two electrons on the same defect makes $U$ larger. Relaxation of the atoms, which may differ strongly between the charge states, can outweigh this repulsion and make $U$ negative. The acceptor level $\varepsilon_-$ then lies below the donor level $\varepsilon_+$.

If $U<0$, the two differences in (1) have a negative sum, so at least one of them is negative. At every $\mu$, therefore, at least one charged state lies below the neutral one. The two charged states are equal in energy when $\mu-\varepsilon_+=\varepsilon_--\mu$, that is, at

$$\mu=\tfrac12(\varepsilon_++\varepsilon_-).$$

There each difference in (1) equals $U/2$. The neutral state lies $|U|/2$ above both charged states, and this is the closest it comes to being the lowest: at any other $\mu$ one of the two differences is more negative than $U/2$.

### (b) Populations with degeneracies

**Question.** Find the equilibrium fractions $f_+$, $f_0$ and $f_-$ of defects in the three charge states. Say what has to be counted in the degeneracies.

**Solution.** Let the crystal have $M$ host atoms. In charge state $q$ the defect can sit at $s_q$ equivalent places per host atom, where different orientations at one place count as different places. At each place it has $d_q$ spin states. Define

$$g_q=s_qd_q ,$$

the number of states of equal energy per host atom. The count of places matters because a defect may change its position in the lattice when its charge changes.

Suppose that $N_q$ defects have charge $q$, with $N_q\ll M$. The number of ways of choosing $N_q$ of the $s_qM$ places is

$$\frac{(s_qM)(s_qM-1)\cdots(s_qM-N_q+1)}{N_q!}\simeq\frac{(s_qM)^{N_q}}{N_q!}.$$

Each factor in the numerator differs from $s_qM$ by a relative amount below $N_q/(s_qM)$, which is small for a dilute defect. Only the logarithm of this number is needed below, and its error per defect is of the same small order. The blocking of places by defects of another charge is small for the same reason. With the spin states included, the number of arrangements is

$$W=\prod_q\frac{(g_qM)^{N_q}}{N_q!}.$$

Defects that do not interact have the free energy $F=\sum_qN_qE_q-kT\ln W$. For large $N_q$, Stirling's formula $\ln N_q!\simeq N_q\ln N_q-N_q$ gives

$$F=\sum_q\left[N_qE_q-kTN_q\ln(g_qM)+kT(N_q\ln N_q-N_q)\right].$$

The total number $N=\sum_qN_q$ may be fixed. To minimize $F$ under this condition, subtract $\lambda\left(\sum_qN_q-N\right)$ with a multiplier $\lambda$ and set the derivative with respect to $N_q$ to zero. The derivative of $N_q\ln N_q-N_q$ is $\ln N_q$, so

$$E_q-kT\ln(g_qM)+kT\ln N_q-\lambda=0,$$

$$N_q=Mg_q\,e^{(\lambda-E_q)/kT}. \tag{3}$$

The second derivative of $F$ with respect to $N_q$ is $kT/N_q>0$, so this is a minimum.

If the defects can also be created and destroyed freely, no condition on $N$ is needed and $\lambda=0$. If their number was fixed earlier, $\lambda$ takes the value that gives this number. In both cases $M$ and $\lambda$ are common to the three charge states and cancel in the ratios. Equations (1) and (3) give

$$X\equiv\frac{f_+}{f_0}=\frac{g_+}{g_0}e^{-(\mu-\varepsilon_+)/kT},\qquad
Y\equiv\frac{f_-}{f_0}=\frac{g_-}{g_0}e^{(\mu-\varepsilon_-)/kT}. \tag{4}$$

The fractions add up to one, so $f_0(1+X+Y)=1$ and

$$\frac1{f_0}=1+X+Y. \tag{5}$$

The signs in (4) are as they should be: raising $\mu$ makes electrons more available, which reduces the positive share and increases the negative one.

The result assumes that the states within one charge have the same energy. If they do not, $g_q$ is replaced by a sum over the internal states, each weighted by its Boltzmann factor relative to the lowest. Differences in thermal vibration enter in the same way.

### (c) The maximum over the Fermi energy

**Question.** Find the largest value of $f_0$ and the Fermi energy $\mu^*$ at which it occurs, if $\mu$ may take any value.

**Solution.** By (5), $f_0$ is largest where $X+Y$ is smallest. As $\mu$ rises, $X$ falls and $Y$ grows. In their product the Fermi energy cancels:

$$XY=\frac{g_+g_-}{g_0^2}\,e^{(\varepsilon_+-\varepsilon_-)/kT}=\frac{g_+g_-}{g_0^2}\,e^{-U/kT}. \tag{6}$$

This is the law of mass action, $f_+f_-/f_0^2=XY$, for the reaction $2D^0\to D^++D^-$. Now write the sum as a square plus a constant:

$$X+Y=\left(\sqrt X-\sqrt Y\right)^2+2\sqrt{XY}.$$

The last term does not depend on $\mu$. The square is never negative and vanishes when $X=Y$. Since $X/Y$ falls steadily from infinity to zero as $\mu$ rises, this happens at one value of $\mu$. Define

$$A\equiv2\sqrt{XY}=\frac{2\sqrt{g_+g_-}}{g_0}\,e^{-U/2kT}. \tag{7}$$

The smallest value of $X+Y$ is $A$, and therefore

$$\boxed{f_{0,\max}=\frac1{1+\dfrac{2\sqrt{g_+g_-}}{g_0}\,e^{-U/2kT}}}. \tag{8}$$

For a negative-U defect the exponential is $e^{+|U|/2kT}$, which exceeds one. The position follows from the logarithm of $X=Y$:

$$\ln g_+-\frac{\mu^*-\varepsilon_+}{kT}=\ln g_-+\frac{\mu^*-\varepsilon_-}{kT}.$$

Collecting the terms in $\mu^*$ on one side gives

$$\mu^*=\frac{\varepsilon_++\varepsilon_-}2+\frac{kT}2\ln\frac{g_+}{g_-}. \tag{9}$$

At this point $f_+=f_-=(1-f_{0,\max})/2$, and the mean charge of the defects is zero. If the positive state has more states than the negative one, it is favoured at the midpoint of the levels, and $\mu$ must be raised above the midpoint to restore the balance. The neutral degeneracy $g_0$ changes the height of the maximum but not its position.

Nothing in the derivation used the sign of $U$, so (8) and (9) also hold for $U\ge0$. As a test, $f_0$ was maximized numerically for 60 random parameter sets with both signs of $U$, with $kT$ between 0.02 and 0.09 eV, levels between $-0.8$ and $0$ eV, and degeneracy weights between 0.5 and 12. The maxima agreed with (8) to better than one part in $10^9$. For the sets with $U<0$ the positions agreed with (9) to better than $10^{-6}$ eV.

When defects are created and destroyed freely, $\lambda=0$ in (3) and the number of neutral defects, $N_0=Mg_0e^{-E_0/kT}$, does not depend on $\mu$ at all. The neutral fraction then peaks because the total number of defects has its minimum at $\mu^*$, and not because there are more neutral ones.

### (d) Shape of the peak

**Question.** Find $f_0$ away from $\mu^*$, the full width at half maximum, and the mean charge. What happens if $\mu^*$ cannot be reached?

**Solution.** Let $x=(\mu-\mu^*)/kT$. At $x=0$ both $X$ and $Y$ equal $\sqrt{XY}=A/2$. By (4), $X$ varies as $e^{-x}$ and $Y$ as $e^{x}$, so

$$X=\frac A2e^{-x},\qquad Y=\frac A2e^{x},\qquad f_0=\frac1{1+A\cosh x}. \tag{10}$$

Since $\cosh x$ grows with $|x|$, there is a single peak, and $f_0$ falls equally on both sides. If the accessible range of Fermi energies does not contain $\mu^*$, the largest neutral fraction is found at the end of the range nearer to $\mu^*$, and it is smaller than (8).

At half maximum $1+A\cosh x=2(1+A)$, so $\cosh x=2+1/A$. The two solutions $\pm x$ give the full width

$$w=2kT\,\mathrm{arccosh}\left(2+\frac1A\right). \tag{11}$$

For strongly negative $U$, $A\gg1$ and the width tends to $2kT\ln(2+\sqrt3)\simeq2.63\,kT$. It no longer depends on $U$. For large positive $U$, $A\ll1$ and $\mathrm{arccosh}(1/A)\simeq\ln(2/A)$, which gives

$$w\simeq U+2kT\ln\frac{g_0}{\sqrt{g_+g_-}} .$$

The peak has then become a plateau that fills the interval between the two levels, as expected for a defect with a stable neutral state.

The mean charge is $\bar q=f_+-f_-=f_0(X-Y)$. Since $X-Y=-A\sinh x$,

$$\bar q=-\frac{A\sinh x}{1+A\cosh x},\qquad
\frac{d\bar q}{dx}=-\frac{A(\cosh x+A)}{(1+A\cosh x)^2}. \tag{12}$$

The derivative follows from the quotient rule with $\cosh^2x-\sinh^2x=1$. It is negative everywhere, so the mean charge falls steadily as the Fermi energy rises. For $A\gg1$ it is close to $-\tanh x$: the defect goes from nearly all positive to nearly all negative within a few $kT$, and the neutral state is a small minority throughout.

## Second half: consequences and hydrogen in silicon

The symbols taken over are these. The levels without degeneracies are $\varepsilon_+=\varepsilon(+/0)$ and $\varepsilon_-=\varepsilon(0/-)$, with $U=\varepsilon_--\varepsilon_+$. The number of states per host atom in charge state $q$ is $g_q$. The fractions are $f_+$, $f_0$ and $f_-$, and $\bar q=f_+-f_-$ is the mean charge, which falls steadily as $\mu$ rises. With

$$A=\frac{2\sqrt{g_+g_-}}{g_0}e^{-U/2kT},\qquad \mu^*=\frac{\varepsilon_++\varepsilon_-}2+\frac{kT}2\ln\frac{g_+}{g_-},$$

the neutral fraction is $f_0=1/(1+A\cosh x)$, where $x=(\mu-\mu^*)/kT$. Its maximum is $1/(1+A)$, reached at $\mu^*$, where $f_+=f_-$.

### (e) Limits and temperature dependence

**Question.** Check the maximum for a defect whose electrons are independent. Can a negative-U defect be more than half neutral? How does the maximum vary with temperature, and what changes if the levels already include the degeneracies?

The largest neutral fraction and the Fermi energy at which it occurs are now known, together with the shape of the peak. Still to come are the answers to the questions in (e), the doping that reaches the maximum, and the example of hydrogen in silicon with an estimate of the neglected effects.
